# Potential step from charge transfer at a metal–MoS2 contact

## Problem

A flat metal contact lies on a single layer of MoS$_2$. Electrons move from the metal to the layer, $N=0.02$ of them per MoS$_2$ cell of area $A=8.65$ Å$^2$. The charge left on the metal and the charge gained by the layer are separated by $d=2$ Å of vacuum.

(a) Treat both charges as thin uniform sheets. Find the potential step across the interface and show that it is about 0.84 V. On which side is the energy of an electron higher?

(b) Real charge clouds have a thickness. Show which distance $d$ must then stand for.

(c) Real charge also varies from atom to atom, and a real contact has edges. How do these affect the step?

(d) Estimate how the answer changes if the gap is polarizable or if the charge sits deeper in the layer.

(e) How does the step enter the Schottky barrier for electrons? What would it take for all the transferred electrons to be mobile in the conduction band?

(f) Can electrons cross the gap, and does its field imply breakdown?

## Solution

In nanometres, $A=0.0865$ nm$^2$ and $d=0.2$ nm. The elementary charge $e$ is positive, so an electron has charge $-e$. The $z$ axis points from the metal to the MoS$_2$.

### (a) The step between two thin sheets

The metal has lost $N$ electrons per cell and carries the charge per area

$$\sigma=\frac{Ne}{A}.$$

The layer carries $-\sigma$. Put the metal's sheet at $z=0$ and the layer's sheet at $z=d$, and take both to be very wide compared with $d$.

First consider the positive sheet alone. By symmetry its field is normal to the sheet and equally strong on both sides. A flat closed box of face area $S$ that encloses a piece of the sheet has flux $E_1S$ through each of its two faces. Gauss's law gives

$$2E_1S=\frac{\sigma S}{\varepsilon_0},\qquad E_1=\frac{\sigma}{2\varepsilon_0}.$$

This field points away from the positive sheet. The negative sheet has a field of the same strength that points towards it. The $z$ components add up as follows:

- For $z<0$: $-\sigma/2\varepsilon_0+\sigma/2\varepsilon_0=0$.
- For $0<z<d$: $+\sigma/2\varepsilon_0+\sigma/2\varepsilon_0=\sigma/\varepsilon_0$.
- For $z>d$: $+\sigma/2\varepsilon_0-\sigma/2\varepsilon_0=0$.

The field is confined to the gap. Since $E=-d\phi/dz$, the electrostatic potential $\phi$ changes by

$$\phi(d)-\phi(0)=-\int_0^d\frac{\sigma}{\varepsilon_0}\,dz=-\frac{\sigma d}{\varepsilon_0}.$$

The potential is lower on the MoS$_2$ side. An electron has potential energy $-e\phi$, so its energy is higher there by $eV$, where

$$V=\phi(0)-\phi(d)=\frac{\sigma d}{\varepsilon_0}=\frac{Ned}{\varepsilon_0A}.$$

This sign is to be expected: the layer has become negative and repels further electrons.

For the numbers, the constant $e/\varepsilon_0=18.095$ V nm is convenient. The number of transferred electrons per area is

$$\frac{N}{A}=\frac{0.02}{0.0865\ \text{nm}^2}=0.2312\ \text{nm}^{-2},$$

which corresponds to $\sigma=3.70$ µC/cm$^2$. The field is

$$E=\frac{e}{\varepsilon_0}\frac{N}{A}=18.095\times0.2312\ \text{V/nm}=4.184\ \text{V/nm}=41.84\ \text{MV/cm},$$

because 1 V/nm is 10 MV/cm. The step is therefore

$$V=4.184\ \text{V/nm}\times0.2\ \text{nm}=0.837\ \text{V}\approx0.84\ \text{V}.$$

The second digit has meaning only if $N=0.02$ and $d=2$ Å are both taken as exact. If 0.02 is a rounded value, $N$ may lie between 0.015 and 0.025, and the step between 0.63 V and 1.05 V.

The formula is linear in $N$ and in $d$. Reversing the transfer reverses the step. The metal does not appear in it, because $N$ is given; in a real contact the choice of metal helps to determine $N$.

### (b) Charge clouds with a thickness

Let $\rho(z)$ be the charge density averaged over the plane. Write it as

$$\rho(z)=\sigma\,[p(z)-n(z)],$$

where $p$ and $n$ describe the shapes of the positive and negative clouds, each with integral 1. The total charge is then zero. With no field far to the left, Gauss's law gives

$$E(z)=\frac{1}{\varepsilon_0}\int_{-\infty}^{z}\rho(z')\,dz',\qquad \frac{dE}{dz}=\frac{\rho}{\varepsilon_0}.$$

The field also vanishes far to the right, because the total charge is zero. The step between the two outer regions is the integral of $E$. Integration by parts gives

$$V=\int_{-\infty}^{\infty}E\,dz=\big[zE\big]_{-\infty}^{\infty}-\int_{-\infty}^{\infty}z\frac{dE}{dz}\,dz.$$

For localized clouds $E$ vanishes faster than $1/|z|$, so the bracket is zero. Inserting $dE/dz=\rho/\varepsilon_0$ leaves

$$V=-\frac{1}{\varepsilon_0}\int_{-\infty}^{\infty}z\rho(z)\,dz=\frac{\sigma}{\varepsilon_0}\left(\bar z_n-\bar z_p\right),$$

where $\bar z_n=\int zn\,dz$ and $\bar z_p=\int zp\,dz$ are the centroids of the clouds. Thus $d$ is the distance between the centroids of the transferred charge. It need not equal the distance between the outermost atomic planes.

As an example, take a Gaussian of width 0.03 nm, centred at $z=0$, for the positive cloud. For the negative cloud take $n=(t/\lambda^2)e^{-t/\lambda}$ with $\lambda=0.04$ nm and $t=z-0.12$ nm, for $t>0$. The mean of $t$ is $2\lambda=0.08$ nm, so the negative centroid is at 0.2 nm. Integrating this density twice on a fine grid gives a step of 0.837 V, as for thin sheets. The largest field is 41.8 MV/cm, again close to the thin-sheet value. The reason is that at $z=0.12$ nm, four Gaussian widths from the centre, nearly all the positive charge has been passed and the negative cloud has not yet begun.

The full step is felt outside both clouds. An electron inside a cloud sees part of it.

### (c) Atoms and edges

Suppose the charge repeats from cell to cell in the plane. Average Poisson's equation over one cell. The in-plane second derivatives integrate to zero, since the in-plane slope of $\phi$ is the same on opposite edges of the cell. What remains is

$$\frac{d^2\bar\phi}{dz^2}=-\frac{\bar\rho}{\varepsilon_0},$$

which is the equation used in (b). The averaged step is therefore unaffected by the variation from atom to atom.

The variation itself consists of waves $\phi_G(z)e^{i\mathbf G\cdot\mathbf r}$ with nonzero in-plane wave vectors $\mathbf G$. In empty space Laplace's equation requires $\phi_G''=G^2\phi_G$, and the solution that fades away from the charge is proportional to $e^{-G|z|}$. For a hexagonal lattice of constant $a$ the smallest $G$ is $4\pi/(\sqrt3a)$. At a distance $a$ from the charge this slowest wave has fallen to a fraction $e^{-7.3}$ of its initial size, less than one part in a thousand. Within a gap of 0.2 nm the variation can still matter, so there $V$ describes an average and not the potential along every line.

For the edges, consider two facing discs of radius $R$. Now place the origin midway between them, with the positive disc at $-d/2$ and the negative one at $d/2$. Summing rings of radius $r$ gives the potential of one disc on its axis at distance $s$:

$$\phi_1(s)=\frac{\sigma}{4\pi\varepsilon_0}\int_0^R\frac{2\pi r\,dr}{\sqrt{r^2+s^2}}=\frac{\sigma}{2\varepsilon_0}\left(\sqrt{R^2+s^2}-s\right).$$

At a height $h>d/2$ the distances are $h+d/2$ from the positive disc and $h-d/2$ from the negative one. Hence

$$\phi(h)=\frac{\sigma}{2\varepsilon_0}\left[-d+\sqrt{R^2+(h+d/2)^2}-\sqrt{R^2+(h-d/2)^2}\right].$$

The difference of two roots equals the difference of their squares, $2hd$, divided by their sum, which is close to $2R$ for $R\gg h$. It is thus about $hd/R$. By symmetry $\phi(-h)=-\phi(h)$, so

$$\phi(-h)-\phi(h)=-2\phi(h)\approx\frac{\sigma d}{\varepsilon_0}\left(1-\frac hR\right).$$

A direct Coulomb sum shows both effects together. Put one point charge of size $0.02e$ in each cell of two facing hexagonal lattices, positive on the metal side and negative on the other, and cut both off at radius $R$. Between heights $\pm1$ nm the sum gives 0.8228 V for $R=60$ nm and 0.8298 V for $R=120$ nm. Doubling $R$ halves the leading edge error, so twice the second value minus the first removes it:

$$2\times0.8298\ \text{V}-0.8228\ \text{V}=0.8368\ \text{V}.$$

Point charges on a wide contact give the same step as uniform sheets. For $R=60$ nm the edge lowers it by about 2% on the axis at these heights. Close to the rim the loss is much larger.

### (d) Polarization and the position of the charge

If $N$ counts the total rearranged charge, every shift of bound electrons is already included and $\varepsilon_0$ is correct. If $N$ counts free charge alone, the response of the gap must be added. Let the gap have relative permittivity $\varepsilon_r$. Its polarization $P=\varepsilon_0(\varepsilon_r-1)E$ places bound charge $-P$ per area beside the metal and $+P$ beside the layer. Then

$$E=\frac{\sigma-P}{\varepsilon_0}=\frac{\sigma}{\varepsilon_0}-(\varepsilon_r-1)E\quad\Rightarrow\quad E=\frac{\sigma}{\varepsilon_r\varepsilon_0}.$$

For an illustrative $\varepsilon_r=2$ and the same free charge, the step falls to 0.42 V. A permittivity is a crude notion in a gap of atomic width, so this shows the size of the effect and is no prediction.

At fixed $N$, a shift $\delta d$ of one centroid away from the other raises the step by $E\,\delta d$. A shift of 0.01 nm gives 0.042 V. If the electrons sat about 0.15 nm deeper, roughly at the middle of the layer, the increase would be 0.63 V without screening. The layer's own polarization would reduce this, so 0.63 V is an upper estimate for that shift.

### (e) The Schottky barrier

Let $W$ be the work function of the metal and $\chi$ the electron affinity of the layer. Without a step the vacuum levels coincide, and the conduction band edge $E_C$ lies $W-\chi$ above the common Fermi level $E_F$. For thin sheets, the step raises the band edge of the layer by $eV$, so

$$E_C-E_F=W-\chi+eV.$$

With $W$ and $\chi$ held fixed, this transfer raises the electron barrier by 0.84 eV. The step is one term of the barrier and not the barrier itself.

Now suppose that all transferred electrons are mobile in a parabolic conduction band of mass $m$, with degeneracy $g$ from spin and valleys. At zero temperature they fill a disc of radius $k_F$ in the plane of wave vectors. With $n=N/A$,

$$n=g\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{gk_F^2}{4\pi},\qquad \varepsilon_F=\frac{\hbar^2k_F^2}{2m}=\frac{2\pi\hbar^2n}{gm}.$$

With a rough mass of 0.5 electron masses and $g=4$, the filling energy is $\varepsilon_F=0.055$ eV. At 300 K the thermal energy is $k_BT=0.026$ eV, so the edge of the filling is smeared. The density of states is constant and equals $n/\varepsilon_F$. Integrating it with the Fermi function gives

$$n=\frac{n}{\varepsilon_F}\,k_BT\ln\!\left(1+e^{\mu/k_BT}\right)\quad\Rightarrow\quad\mu=k_BT\ln\!\left(e^{\varepsilon_F/k_BT}-1\right),$$

where $\mu=E_F-E_C$. The result is $\mu=0.052$ eV. The barrier equation then demands

$$\chi-W=eV+\mu=0.837\ \text{eV}+0.052\ \text{eV}=0.89\ \text{eV}.$$

In this thin-sheet model, the work function must lie 0.89 eV below the affinity. Electrons spread over a cloud of finite thickness feel on average less than the full step. For the example cloud in (b), averaging the potential over the negative charge gives 0.71 V instead of 0.84 V, and the required difference falls to 0.76 eV. If the work function is not low enough, a transfer of this size has to be held in other ways, for example in interface states inside the band gap or in a rearrangement of charge near the bonds. The Fermi level can then remain below the conduction band.

The same balance shows what happens when $\chi-W$ is held fixed and positive instead of $N$. At zero temperature

$$\chi-W=n\left(\frac{e^2d}{\varepsilon_0}+\frac{2\pi\hbar^2}{gm}\right).$$

As $d\to0$ the first term vanishes: the step disappears while $n$ tends to a finite value. With $\chi-W=0.89$ eV this formula gives about 0.32 electrons per cell, filled to 0.89 eV above the band edge. That is far beyond the range of a parabolic band with $g=4$, so for real MoS$_2$ only the trend is meaningful, not the number. For a wide gap the first term dominates, and $eV$ approaches $\chi-W$. For the present numbers the terms are 0.837 eV and 0.055 eV, so the step already takes about 94% of the difference.

**Comparison with real contacts.** The cell area is that of MoS$_2$, and a gap of 0.2 nm is of the right size for a close metal contact. The transferred density, $2.3\times10^{13}$ cm$^{-2}$, is high but comparable in order of magnitude with what strong gating can induce. The affinity of MoS$_2$ is roughly 4 eV. For thin sheets and an empty gap, mobile carriers at this density would therefore require a work function of about 3.1 eV, well below that of usual contact metals. With the illustrative permittivity of 2 from (d), the value would be about 3.5 eV. A step of 0.84 V is also large beside Schottky barriers of a few tenths of an electronvolt. The assumption most open to doubt is that two well-separated charges face each other across empty space: the estimates in (d) show changes of several tenths of a volt.

### (f) Crossing the gap

Take a rough vacuum barrier of 4.0 eV above the Fermi level at the metal. The step tilts it, so that it reaches 4.84 eV at the layer. With $U(z)$ the barrier height above the electron's energy, the wave function obeys

$$\psi''=\kappa^2\psi,\qquad \kappa(z)=\frac{\sqrt{2m_eU(z)}}{\hbar}.$$

Here $m_e$ is the free-electron mass. Numerical integration, with the decaying slope $\psi'=-\kappa\psi$ imposed at $z=d$, gives $|\psi(d)/\psi(0)|^2=0.013$. The WKB exponential $\exp(-2\int_0^d\kappa\,dz)$ is only about 7.5% larger. This is a measure of decay and not the transmission of a real contact, which also depends on the states on both sides. The bare barrier is also too high for so thin a gap: an electron there is attracted by the charge it induces in the metal, which can lower the barrier by electronvolts and weaken the decay. The barrier at the metal is its work function. With 4.0 eV and $\chi\approx4$ eV, the band edge lies about 0.84 eV above $E_F$, so the transferred electrons would have to occupy interface states. With the 3.1 eV that (e) requires for mobile carriers, the surviving density is 0.020. Either way, one or two percent survives, so the gap is thin enough for electrons to tunnel. The charge can adjust towards equilibrium provided the layer or the interface has states at the Fermi level.

The field of 42 MV/cm is about four times a rough breakdown field of 10 MV/cm for a thick oxide. That comparison does not establish breakdown here. Across the whole gap an electron can gain at most 0.84 eV from this field, and it does so on the way to the metal. In this model the gap is empty, so it holds no bound electrons that could be freed to start an avalanche. In a thick insulator, the same field would act over a much longer path and supply much more energy.

All numerical values are calculated from the stated model.
